# Wannier interpolation of electron-phonon coupling, tested on a model chain, part 1

(Sections cited here and not found follow in the later parts.)

**Q.** I can compute electron-phonon matrix elements on a coarse grid of electron wavevectors \(\mathbf k\) and phonon wavevectors \(\mathbf q\), and I am told that a double Fourier transform then gives them anywhere. A transform and its inverse return what was put in, so I doubt it. First, what exactly is to be transformed?

**A.** I use Hartree atomic units, \(\hbar=m_e=1\). The crystal has lattice vectors \(\mathbf R\) and obeys periodic conditions on a supercell of \(N\) cells, whose lattice vectors I call \(\mathbf T\). The allowed \(\mathbf k\) form a uniform grid of \(N\) points. The electrons move independently in a local mean-field potential \(\mathcal V(\mathbf r)\), and the Bloch states \(\psi_{n\mathbf k}\) are normalised on the supercell. Let \(\partial_{\mathbf R s\alpha}\mathcal V\) be the derivative of \(\mathcal V\) with respect to the displacement along \(\alpha\) of atom \(s\) in cell \(\mathbf R\), its supercell copies moving with it. All cells are equivalent, so \(\partial_{\mathbf R s\alpha}\mathcal V(\mathbf r)=\partial_{\mathbf 0 s\alpha}\mathcal V(\mathbf r-\mathbf R)\). Define

\[ \Delta_{\mathbf q s\alpha}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\,\partial_{\mathbf R s\alpha}\mathcal V(\mathbf r). \]

Evaluate it at \(\mathbf r+\mathbf R_0\) and relabel \(\mathbf R=\mathbf R'+\mathbf R_0\): the result is \(e^{i\mathbf q\cdot\mathbf R_0}\Delta_{\mathbf q s\alpha}(\mathbf r)\). So \(\Delta_{\mathbf q}\psi_{n\mathbf k}\) is a Bloch function of wavevector \(\mathbf k+\mathbf q\), and it overlaps only states of that wavevector. The object to be transformed is

\[ g_{mn,s\alpha}(\mathbf k,\mathbf q)=\langle\psi_{m\mathbf k+\mathbf q}|\Delta_{\mathbf q s\alpha}|\psi_{n\mathbf k}\rangle . \tag{1} \]

It is an energy per length. It does not grow with \(N\): the two states bring \(N^{-1/2}\) each, and the integrand is lattice periodic, so the \(N\) cells contribute equally.

**Q.** That has an atom and a direction where I expected a phonon branch.

**A.** The branch enters through a linear combination. With force constants \(C\) and masses \(M_s\), the equation of motion at frequency \(\omega\) is \(M_s\omega^2u_{\mathbf R s\alpha}=\sum C(\mathbf R s\alpha,\mathbf R's'\alpha')u_{\mathbf R's'\alpha'}\). Insert \(u_{\mathbf R s\alpha}=e^{i\mathbf q\cdot\mathbf R}e_{s\alpha}/\sqrt{M_s}\), multiply by \(e^{-i\mathbf q\cdot\mathbf R}/\sqrt{M_s}\), and use that \(C\) depends only on \(\mathbf R'-\mathbf R\):

\[ \omega^2e_{s\alpha}=\sum_{s'\alpha'}D_{s\alpha,s'\alpha'}(\mathbf q)\,e_{s'\alpha'},\qquad D_{s\alpha,s'\alpha'}(\mathbf q)=\sum_{\mathbf R}\frac{C(\mathbf 0s\alpha,\mathbf Rs'\alpha')}{\sqrt{M_sM_{s'}}}e^{i\mathbf q\cdot\mathbf R}. \]

The phase contains the cell vector only, not the position of the atom in the cell, which matches the phase in \(\Delta_{\mathbf q}\). The eigenvectors \(e_{s\alpha,\nu}(\mathbf q)\) form a unitary matrix. A general displacement is \(u_{\mathbf R s\alpha}=(NM_s)^{-1/2}\sum_{\mathbf q\nu}e^{i\mathbf q\cdot\mathbf R}e_{s\alpha,\nu}(\mathbf q)Q_{\mathbf q\nu}\). Each normal coordinate is a unit-mass oscillator, so with \(e(-\mathbf q)=e(\mathbf q)^*\) it is quantised as \(Q_{\mathbf q\nu}=(2\omega_{\mathbf q\nu})^{-1/2}(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})\). To first order in the displacements

\[ \delta\mathcal V=\sum_{\mathbf Rs\alpha}u_{\mathbf Rs\alpha}\,\partial_{\mathbf Rs\alpha}\mathcal V=\frac{1}{\sqrt N}\sum_{\mathbf q\nu}\Big[\sum_{s\alpha}\frac{e_{s\alpha,\nu}(\mathbf q)}{\sqrt{2M_s\omega_{\mathbf q\nu}}}\Delta_{\mathbf qs\alpha}\Big](a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}), \]

and the matrix element of the bracket is the mode coupling, an energy:

\[ g_{mn\nu}(\mathbf k,\mathbf q)=\sum_{s\alpha}\frac{e_{s\alpha,\nu}(\mathbf q)}{\sqrt{2M_s\omega_{\mathbf q\nu}}}\;g_{mn,s\alpha}(\mathbf k,\mathbf q). \tag{2} \]

Multiplying (2) by \(\sqrt{2\omega_{\mathbf q\nu}}\,e^*_{s'\alpha',\nu}\) and summing over \(\nu\) with \(\sum_\nu e_{s\alpha,\nu}e^*_{s'\alpha',\nu}=\delta_{ss'}\delta_{\alpha\alpha'}\) gives \(g_{mn,s\alpha}=\sum_\nu\sqrt{2M_s\omega_{\mathbf q\nu}}\,e^*_{s\alpha,\nu}\,g_{mn\nu}\), which carries data held per mode back to atoms.

**Q.** If the two forms are equivalent, why prefer the atomic one?

**A.** A Fourier series is short only for a smooth periodic function. The factors in (2) are not smooth in \(\mathbf q\): each eigenvector has an arbitrary phase at each \(\mathbf q\), branches exchange character where they cross, and \(\omega^{-1/2}\) diverges for acoustic branches at \(\mathbf q=0\), where (2) is undefined. In \(\Delta_{\mathbf qs\alpha}\) the only dependence on \(\mathbf q\) is the explicit phase.

**Q.** The same complaint holds for the electrons. A diagonalisation returns each \(\psi_{n\mathbf k}\) with an arbitrary phase.

**A.** It does, and the Wannier rotation removes it. Take a group of \(J\) bands separated by gaps from all others throughout the zone, and a unitary \(J\times J\) matrix \(U(\mathbf k)\) at each grid point. Define

\[ |\psi^W_{n\mathbf k}\rangle=\sum_m|\psi_{m\mathbf k}\rangle U_{mn}(\mathbf k),\qquad |w_{n\mathbf R}\rangle=\frac1{\sqrt N}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}|\psi^W_{n\mathbf k}\rangle . \]

Two sums are needed. In one dimension \(k_j=2\pi j/(Na)\), and \(\sum_{j=0}^{N-1}e^{2\pi ijr/N}\) is a geometric series with ratio \(z=e^{2\pi ir/N}\). It equals \((1-z^N)/(1-z)=0\) unless \(z=1\), when it equals \(N\). In three dimensions the sum is a product of three such series. Hence

\[ \sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}=N\ \text{if }\mathbf R\in\{\mathbf T\},\ \text{else }0;\qquad \sum_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}=N\delta_{\mathbf k\mathbf k'} , \tag{3} \]

the second with \(\mathbf R\) over the supercell and \(\mathbf k,\mathbf k'\) compared modulo reciprocal vectors \(\mathbf G\). Multiplying the definition of \(w\) by \(e^{i\mathbf k'\cdot\mathbf R}/\sqrt N\) and summing over \(\mathbf R\) gives

\[ |\psi^W_{n\mathbf k}\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|w_{n\mathbf R}\rangle . \tag{4} \]

Since \(\psi^W_{n\mathbf k}(\mathbf r-\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\psi^W_{n\mathbf k}(\mathbf r)\), the definition also gives \(w_{n\mathbf R}(\mathbf r)=w_{n\mathbf 0}(\mathbf r-\mathbf R)\). Orthonormality follows from that of the \(\psi^W\): \(\langle w_{m\mathbf R}|w_{n\mathbf R'}\rangle=\delta_{mn}N^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}\). The coupling between rotated states takes a conjugated \(U\) from the bra:

\[ g^W_{mn}(\mathbf k,\mathbf q)=\langle\psi^W_{m\mathbf k+\mathbf q}|\Delta_{\mathbf q}|\psi^W_{n\mathbf k}\rangle=\sum_{m'n'}U^*_{m'm}(\mathbf k+\mathbf q)\,g_{m'n'}\,U_{n'n}(\mathbf k)=[U^\dagger(\mathbf k+\mathbf q)\,g\,U(\mathbf k)]_{mn}. \]

I drop \(s\alpha\) where it is only carried along.

**Q.** Show me that some \(U\) really cancels the phases.

**A.** The projection gauge does. Choose \(J\) localised trial functions, form their Bloch sums \(t_{n\mathbf k}\), set \(O_{mn}=\langle\psi_{m\mathbf k}|t_{n\mathbf k}\rangle\) and \(U=O(O^\dagger O)^{-1/2}\). With the singular value decomposition \(O=W_1\Sigma W_2^\dagger\) one has \(O^\dagger O=W_2\Sigma^2W_2^\dagger\), so \(U=W_1\Sigma W_2^\dagger W_2\Sigma^{-1}W_2^\dagger=W_1W_2^\dagger\), which is unitary provided no singular value vanishes. Replace the row of states \(\psi\) by \(\psi\Phi\) with any unitary \(\Phi\). Then \(O\to\Phi^\dagger O\), \(O^\dagger O\) is unchanged, \(U\to\Phi^\dagger U\), and \(\psi U\to\psi\Phi\Phi^\dagger U=\psi U\). In terms of the projector \(P_{\mathbf k}\) on the group, \(\psi^W=P\,t\,(t^\dagger Pt)^{-1/2}\), which is as smooth in \(\mathbf k\) as \(P_{\mathbf k}\), is periodic in \(\mathbf k\), and does not depend on the grid.

**Q.** There are three cells in the problem, for the bra, the ket and the displaced atom. How do you end with two lattice vectors?

**A.** Insert (4) twice and the definition of \(\Delta_{\mathbf q}\):

\[ g^W_{mn}(\mathbf k,\mathbf q)=\frac1N\sum_{\mathbf R',\mathbf R'',\mathbf R}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R'}\,e^{i\mathbf q\cdot\mathbf R}\,e^{i\mathbf k\cdot\mathbf R''}\,\langle w_{m\mathbf R'}|\partial_{\mathbf R}\mathcal V|w_{n\mathbf R''}\rangle . \]

Shift the integration variable by \(\mathbf R'\). All three functions translate, so the integral equals \(\langle w_{m\mathbf 0}|\partial_{\mathbf R-\mathbf R'}\mathcal V|w_{n,\mathbf R''-\mathbf R'}\rangle\). Set \(\mathbf R_e=\mathbf R''-\mathbf R'\) and \(\mathbf R_p=\mathbf R-\mathbf R'\). The exponent is

\[ -(\mathbf k+\mathbf q)\cdot\mathbf R'+\mathbf q\cdot(\mathbf R_p+\mathbf R')+\mathbf k\cdot(\mathbf R_e+\mathbf R')=\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p . \]

At fixed \(\mathbf R'\), the vectors \(\mathbf R_e\) and \(\mathbf R_p\) again run over a full supercell, because every factor is periodic in \(\mathbf T\) when \(\mathbf k\) and \(\mathbf q\) are grid points. Nothing depends on \(\mathbf R'\) any more, and its sum cancels \(1/N\):

\[ g^W_{mn}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e,\mathbf R_p}e^{i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,g_{mn}(\mathbf R_e,\mathbf R_p),\qquad g_{mn,s\alpha}(\mathbf R_e,\mathbf R_p)=\langle w_{m\mathbf 0}|\partial_{\mathbf R_ps\alpha}\mathcal V|w_{n\mathbf R_e}\rangle . \tag{5} \]

The real-space quantity is the change, at fixed Wannier functions, of the amplitude for hopping from orbital \(n\) in cell \(\mathbf R_e\) to orbital \(m\) in the home cell, per unit displacement of one atom in cell \(\mathbf R_p\).

**Q.** And when \(\mathbf k+\mathbf q\) leaves the grid or the zone?

**A.** Using (4) for the bra requires \(\mathbf k+\mathbf q\) to be a grid point modulo \(\mathbf G\), so the \(\mathbf q\) grid must be the \(\mathbf k\) grid or a subgrid of it. If \(\mathbf k+\mathbf q=\mathbf k'+\mathbf G\), then \(e^{i\mathbf G\cdot\mathbf R}=1\) in (4) forces \(\psi^W_{\mathbf k+\mathbf q}=\psi^W_{\mathbf k'}\). The matrix \(U\) belongs to a definite set of states, so the state in the bra of (1) must be the stored state at \(\mathbf k'\) with its stored \(U(\mathbf k')\). A state recomputed with a new phase needs a new \(U\).

**Q.** Now invert (5), allowing fewer \(\mathbf q\) than \(\mathbf k\) points.

**A.** Let there be \(N_k=N\) and \(N_q\) points, the latter belonging to a smaller supercell with lattice vectors \(\mathbf T_q\). Define the forward transform

\[ \bar g(\mathbf R_e,\mathbf R_p)=\frac1{N_kN_q}\sum_{\mathbf k,\mathbf q}e^{-i(\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p)}\,U^\dagger(\mathbf k+\mathbf q)\,g(\mathbf k,\mathbf q)\,U(\mathbf k). \tag{6} \]

Insert (5) with primed vectors. The \(\mathbf k\) sum is \(N_k^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R_e'-\mathbf R_e)}\), which selects \(\mathbf R_e'=\mathbf R_e\) within the supercell. The \(\mathbf q\) sum, by (3) for the smaller grid, selects every \(\mathbf R_p'=\mathbf R_p+\mathbf T_q\), and the large supercell holds \(N_k/N_q\) of them:

\[ \bar g(\mathbf R_e,\mathbf R_p)=\sum_{\mathbf T_q}g(\mathbf R_e,\mathbf R_p+\mathbf T_q). \]

For equal grids there is one term, and (6) is exactly the matrix element in (5), with Wannier functions and perturbation periodic on the supercell.

**Q.** Periodic on the supercell is not the infinite crystal.

**A.** The relation can be written exactly when the gauge is a smooth periodic function of continuous \(\mathbf k\) that does not depend on the grid, as in the projection gauge. Then \(g^W(\mathbf k,\mathbf q)\) is one function on two Brillouin zones. Letting \(N\to\infty\) in (5) gives its Fourier series, with coefficients \(g^\infty(\mathbf R_e,\mathbf R_p)\) on all lattice pairs, assumed absolutely summable. Put that series into (6) and apply (3) to both sums:

\[ \bar g(\mathbf R_e,\mathbf R_p)=\sum_{\mathbf T,\mathbf T_q}g^\infty(\mathbf R_e+\mathbf T,\mathbf R_p+\mathbf T_q). \tag{7} \]

Each computed number is the wanted one plus its periodic images. A gauge obtained by minimising a spread on the grid itself, as for maximally localised Wannier functions, depends on the grid, and (7) then refers to some smooth continuation of that gauge, not to a grid-independent one.

**Q.** I want this checked on something that does not use the double transform (6).

**A.** The numerical check uses a chain with round model parameters. The period is \(a=6\) bohr. Atoms A and B at \(\tau_A=0\) and \(\tau_B=2.4\) bohr carry rigid wells \(v_s(y)=-v_{0s}e^{-y^2/2\sigma^2}\) with depths 1.5 and 1.2 Ha and \(\sigma=0.6\) bohr. The two lowest bands are found in 49 plane waves, each state is given a random phase, and the trial functions are Gaussians of width 0.8 bohr on the atoms. Moving an atom gives \(\partial_{Rs}\mathcal V=-v_s'(x-R-\tau_s)\). With \(\hat v(Q)=\int v(y)e^{-iQy}dy\), integration by parts and a shift give \(\int[-v'(x-c)]e^{-iQx}dx=-iQ\hat v(Q)e^{-iQc}\). Between plane waves \(e^{i(k+G)x}/\sqrt{Na}\) and \(e^{i(k'+G')x}/\sqrt{Na}\), with \(Q=k'+G'-k-G\) equal to \(q\) modulo a reciprocal vector, the cell sum \(\sum_Re^{i(q-Q)R}\) is \(N\), and the matrix element of \(\Delta_{qs}\) is \(-iQ\hat v_s(Q)e^{-iQ\tau_s}/a\). This feeds (6).

On the other side the program builds the Wannier functions on a real-space mesh over 12 cells, tests that they are orthonormal and translates of one another, and integrates \(w^*_{m0}(-v_s')w_{nR_e}\) by quadrature. Their centres lie at \(-0.032\) and \(2.416\) bohr. It asserts agreement within \(10^{-9}\) Ha/bohr in three cases, and the largest differences found are \(4.6\times10^{-15}\) for the \(12\times12\) grid, \(4.6\times10^{-15}\) for \(12\times4\) against quadrature summed over three images of \(R_p\), and \(4.1\times10^{-15}\) for an independent \(4\times4\) calculation against quadrature summed over images of both vectors, which is (7) applied between two supercells. The images are far larger than these residuals: \(\bar g(0,0)\) on the \(4\times4\) grid differs from the 12-cell value by \(4.3\times10^{-5}\) Ha/bohr.

**Q.** The perturbation is Hermitian. What does that impose?

**A.** Since \(\partial\mathcal V\) is real, conjugation swaps bra and ket, and a shift by \(-\mathbf R_e\) returns the bra to the home cell:

\[ g_{mn}(\mathbf R_e,\mathbf R_p)^*=\langle w_{n\mathbf R_e}|\partial_{\mathbf R_p}\mathcal V|w_{m\mathbf 0}\rangle=g_{nm}(-\mathbf R_e,\mathbf R_p-\mathbf R_e). \tag{8} \]

Conjugate (5), use (8), and rename \(\mathbf R_e'=-\mathbf R_e\), \(\mathbf R_p'=\mathbf R_p-\mathbf R_e\), so that \(\mathbf R_p=\mathbf R_p'-\mathbf R_e'\). The exponent \(-\mathbf k\cdot\mathbf R_e-\mathbf q\cdot\mathbf R_p\) becomes \((\mathbf k+\mathbf q)\cdot\mathbf R_e'-\mathbf q\cdot\mathbf R_p'\), so \(g^W(\mathbf k,\mathbf q)^\dagger=g^W(\mathbf k+\mathbf q,-\mathbf q)\): the reverse scattering has the conjugate amplitude. The test of (8) on the \(12\times12\) transform leaves \(4\times10^{-16}\) Ha/bohr. The program also tests that the quadrature values are real in this gauge.

On the grid, the double transform gives the coupling between Wannier functions, with the periodic images of the infinite-crystal values folded in, and quadrature on a model chain confirms this. It remains to justify using the result off the grid, to return from the Wannier gauge to bands and modes, and to find how fast the real-space coupling decays.
